# Marching extraction of subgap density in a thin film, with error growth

## Two bins by hand

Take a semiconductor film so thin that its electrostatic potential is almost uniform. The gate raises this potential from zero at flat band to 35 mV, and the film gains a sheet charge of magnitude $Q_1=0.4277$ nC/cm². A further 35 mV brings it to $Q_2=0.9379$ nC/cm². The thickness is $t=20$ nm. How many states lie in each 35 meV interval?

Let $N$ be the density of electrons added since flat band. Its mean over the film follows from the charge alone:

$$\bar N=\frac{Q}{qt},\qquad \bar N_1=1.335\times10^{15}\ \text{cm}^{-3},\qquad \bar N_2=2.927\times10^{15}\ \text{cm}^{-3}.$$

At zero temperature, raising the potential by $d\phi$ fills the states in an energy interval $q\,d\phi$. With energies in eV and potentials in V the two intervals have the same number, so the density of states is $g=dN/d\phi$. For a flat potential,

$$g_1=\frac{\bar N_1}{0.035}=3.81\times10^{16},\qquad g_2=\frac{\bar N_2-\bar N_1}{0.035}=4.55\times10^{16}\ \text{cm}^{-3}\text{eV}^{-1}.$$

These data were computed from a known smooth density, whose bin averages are $3.85\times10^{16}$ and $4.61\times10^{16}$. The estimates are about 1% low because the potential is not quite flat: the stated 35 and 70 mV are reached only at the gate side.

To correct this, measure $y$ from the back of the film, where no field enters, to the gate side at $y=t$. The added charge density is $-qN$, so Poisson's equation reads

$$\phi''=aN(\phi),\qquad a=\frac q\varepsilon,\qquad \phi'(0)=0,\qquad \phi'(t)=\frac Q\varepsilon. \tag{1}$$

With relative permittivity 10, $a=1.81\times10^{-7}$ V cm. To leading order replace $N$ by $\bar N$ on the right. Two integrations give $\phi=\phi_b+a\bar Ny^2/2$, with $\phi_b$ the back potential. The local shortfall from the surface potential $\phi_s$ is

$$\phi_s-\phi(y)=\tfrac12a\bar N(t^2-y^2),$$

and since $y^2$ averages to $t^2/3$, the mean shortfall is $a\bar Nt^2/3$. If the whole film lies in the newest bin, of width $d$ and lower-edge count $N_{k-1}$, then averaging $N=N_{k-1}+g_k(\phi-\phi_{k-1})$ over the film gives

$$\bar N_k=N_{k-1}+g_k\left(d-\tfrac13a\bar N_kt^2\right). \tag{2}$$

For the first bin $N_0=0$ and the shortfall is 0.32 mV, so $g_1=1.335\times10^{15}/0.03468=3.85\times10^{16}$. The count at its upper edge is $N_1=0.035\,g_1=1.347\times10^{15}$ cm⁻³. For the second bin the shortfall is 0.71 mV:

$$g_2=\frac{2.927\times10^{15}-1.347\times10^{15}}{0.03429}=4.61\times10^{16}\ \text{cm}^{-3}\text{eV}^{-1}.$$

Both averages are recovered to the digits shown. The method is already visible: old bins are kept, and each new reading fixes one new density.

## The general march

The data are quasi-static pairs $(V_k,Q_k)$, with gate voltage counted from flat band. An insulator of capacitance $C_i$ per area takes the voltage $Q_k/C_i$, hence

$$\phi_k=V_k-\frac{Q_k}{C_i}. \tag{3}$$

The bin edges therefore come directly from the data. Assume that $g$ is constant and nonnegative between successive edges. Then $N(\phi)$ is a chain of straight segments.

**Crossing one bin.** Consider a stretch of film over which $\phi$ rises by $d$ within one bin. Let $N$ be the count at its lower end, and $p_1,p_2$ the slopes $\phi'$ at its two ends. Multiplying (1) by $2\phi'$ makes the left side $(\phi'^2)'$, and integration gives

$$p_2^2=p_1^2+a(2Nd+gd^2). \tag{4}$$

For the distance $\ell$ covered, set $\kappa^2=ag$ and $z=\phi-\phi_{\rm low}+N/g$, where $\phi_{\rm low}$ is the potential at the lower end. Then $z''=\kappa^2z$. About the midpoint $y_m$ of the stretch, write $z=P\cosh\kappa(y-y_m)+R\sinh\kappa(y-y_m)$. The $P$ terms cancel both in the difference of end values and in the sum of end slopes:

$$d=2R\sinh\frac{\kappa\ell}2,\qquad p_1+p_2=2\kappa R\cosh\frac{\kappa\ell}2.$$

Dividing,

$$\ell=\frac2\kappa\,\operatorname{artanh}\frac{\kappa d}{p_1+p_2}. \tag{5}$$

For $g\to0$ this becomes $2d/(p_1+p_2)$, the result for constant $\phi''$.

**Closing the film.** Guess $\phi_b$, start there with zero slope, and apply (4) and (5) upward to $\phi_k$. The distances must sum to $t$. There is one such $\phi_b$: in a solution started from the back, $v=\partial\phi/\partial\phi_b$ obeys $v''=agv$ with $v(0)=1$ and $v'(0)=0$, so $v\ge1$, and the potential reached at $y=t$ rises strictly with $\phi_b$. The final slope gives the charge $Q=\varepsilon p$.

**Why the new density is unique.** Change $N(\phi)$ by a small $\delta N(\phi)$ while holding $\phi_s$. The potential changes by $\eta$, with

$$\eta''=ag\eta+a\,\delta N,\qquad \eta'(0)=0,\qquad \eta(t)=0.$$

Let $w=\partial\phi(y)/\partial\phi_s$. It obeys $w''=agw$, $w'(0)=0$, $w(t)=1$, and is positive because it equals $v(y)/v(t)$. Subtracting the two equations after cross-multiplication gives $(w\eta'-w'\eta)'=aw\,\delta N$. Integrated over the film, only $\eta'(t)$ survives on the left, and multiplication by $\varepsilon$ yields

$$\delta Q=q\int_0^t w(y)\,\delta N(\phi(y))\,dy. \tag{6}$$

Raising $g_k$ raises $N$ in the newest bin, so $Q$ rises strictly. It also rises without bound. If the film stays above the middle of the new bin, $Q\ge qtg_kd/2$; if not, (4) applied to the upper half-bin gives $p^2\ge\frac34ag_kd^2$. Every measured charge above the value for an empty new bin thus has one solution.

The algorithm at reading $k$ is:

1. Compute $\phi_k$ from (3) and open the bin from $\phi_{k-1}$ to $\phi_k$.
2. If an empty bin already gives more charge than $Q_k$, stop: no nonnegative density fits.
3. Otherwise find $g_k$ by bracketing. A lower bound follows from $N_k\ge Q_k/(qt)$, since $N$ is largest at the surface. For each trial $g_k$, find $\phi_b$ from the thickness condition.
4. Set $N_k=N_{k-1}+g_kd$ and go to the next reading.

## What happens to an error

Return to a film that lies within the newest bin. Let its bending $\phi_s-\phi_b$ be $M$ bin widths, with $M<1$. Assume weak screening, $\kappa t\ll1$, and a count that is nearly constant through the film, so that the profile is the parabola found above. With $u=y/t$, the fractional height in the bin is $s=1-M(1-u^2)$, with average $\bar s=1-2M/3$.

Suppose $N_{k-1}$ carries an error $e_{k-1}$, but reading $k$ is correct. The reading fixes the mean count $(1-\bar s)N_{k-1}+\bar sN_k$, so the errors must cancel in it:

$$e_k=-r\,e_{k-1},\qquad r=\frac{1-\bar s}{\bar s}=\frac{2M/3}{1-2M/3}. \tag{7}$$

A flat film has $r=0$: the next count is correct again, although the density of the bin leading to it still carries the error of its lower edge. The factor reaches 1 at $M=3/4$ and 2 at $M=1$. In this regime a narrower bin raises $M$, and once $M$ exceeds $3/4$ an error that would have died out grows instead. Since the bending is $a\bar Nt^2/2=Qt/(2\varepsilon)$, the condition for damping can be read from the data:

$$d>\frac{2Qt}{3\varepsilon}. \tag{8}$$

It holds under the assumptions of (7).

When the film spans several bins, older errors enter too. Because $N$ is piecewise linear, $\delta N=\sum_je_jh_j(\phi)$, where the hat function $h_j$ is 1 at edge $j$ and falls linearly to 0 at its neighbours. Equation (6) becomes

$$\sum_{j\le k}W_{kj}e_j=\delta Q_k,\qquad W_{kj}=q\int_0^tw\,h_j(\phi(y))\,dy. \tag{9}$$

As a test, the sixth of ten readings was changed by one part in $10^5$. The node errors of the full march agreed with (9) to $1.1\times10^{-6}$ of the largest error. In that film the bending stays below one bin width, so only the two newest nodes carry weight; a case with several bins is tested below.

For weak screening $w\approx1$. Take $M=2$ and measure depth below the surface in bins, $2(1-u^2)$. The weights of the newest and oldest nodes, divided by $qt$, are

$$\omega_0=\int_{1/\sqrt2}^1(2u^2-1)\,du=\frac{\sqrt2-1}3,\qquad \omega_2=\int_0^{1/\sqrt2}(1-2u^2)\,du=\frac{\sqrt2}3.$$

The three hats sum to 1, so $\omega_1=1-\omega_0-\omega_2=(4-2\sqrt2)/3$. Trying $e_k\propto\lambda^k$ gives $\omega_0\lambda^2+\omega_1\lambda+\omega_2=0$. Its discriminant is negative, so the roots are a complex pair with $|\lambda|^2=\omega_2/\omega_0=2+\sqrt2$. The error grows by $|\lambda|=1.85$ per bin while oscillating. For $M=4$ the factor is 1.58: smaller per bin, but there are more bins in a given energy range. The factor is not monotonic in $M$: between $M=1$ and $M=2$ it is larger, 2.5 at $M=1.15$ and 2.8 at $M=1.5$.

The recursion was tested on the march itself, in a film with a dense first bin and little density above it. After one bad reading, the deviation over six further bins was 0.1%, 1.3% and 0.3% of the largest error for $M=0.5$, 0.9 and 2. With ten times the density in the upper bins, the deviation at $M=0.9$ was 12%. The count then drifts from bin to bin, and small changes of $r$ compound.

## The opposite limit: a thick film

In a thick, strongly screened film the back potential is negligible. Integrating (1) from the back, as for (4), gives

$$Q^2=2q\varepsilon\int_0^{\phi_s}N\,d\phi. \tag{10}$$

Each reading now fixes an area. Successive areas differ by $d(N_k+N_{k-1})/2$ for straight segments. Let one reading $m$ put an error $\delta I$ into its area. Then

$$e_m=\frac{2\,\delta I}d,\qquad e_{m+1}+e_m=-\frac{2\,\delta I}d\ \Rightarrow\ e_{m+1}=-2e_m,$$

and afterwards $e_{k+1}=-e_k$. The error neither decays nor grows. A march through a film of constant density with $\kappa t=8$, with its third reading disturbed, gave the ratios $1,-2,2,-2,2$.

The sawtooth can be removed here. The mean of two neighbouring densities has error $(e_{k+1}-e_{k-1})/(2d)$, which vanishes for the alternating part. The price is half the energy resolution.

## Ten bins in a model film

The opening data belong to a film with the Fermi level initially 0.55 eV below the conduction-band edge. Its density is the sum of two exponentials that fall into the gap: a tail of $2\times10^{19}$ cm⁻³eV⁻¹ at the edge with slope energy 60 meV, and a deep part of $3\times10^{17}$ with 250 meV. The insulator is 100 nm of silicon dioxide, with $C_i=34.5$ nF/cm². Gate voltages are chosen so that ten equal bins cover 0.35 eV. Densities below are in $10^{16}$ cm⁻³eV⁻¹.

| Bin | $V$ (V) | $Q$ (nC/cm²) | $g$ found | true mean |
|---|---|---|---|---|
| 1 | 0.047 | 0.428 | 3.85 | 3.85 |
| 5 | 0.271 | 3.32 | 9.12 | 9.17 |
| 8 | 0.543 | 9.07 | 25.8 | 26.3 |
| 10 | 0.887 | 18.54 | 64.5 | 66.6 |

The top bin is 3.2% below the true mean, although the data contain no noise. A rising $g$ makes the true $N(\phi)$ curve upward, below the straight segment between its end values. The segment would hold too much charge inside the bin, and the fit compensates with a lower $N_k$.

At the top reading the bending is 20.1 mV, so $M=0.57$. Equation (7) gives $r=0.62$, and the full weights (9) give 0.60. Condition (8) asks for $d>28$ mV, which the 35 mV bins meet. Here $\kappa t\approx0.7$, so weak screening holds only roughly; without that approximation the factor reaches 1 between 26 and 27 mV.

Now add independent noise of 0.005 nC/cm² rms to every charge. By (3) it also moves the edge, by $-\delta Q/C_i$. If $C_f=dQ/d\phi_s$ is the film capacitance, the charge error left for $\delta N$ to explain is

$$\delta Q-C_f\left(-\frac{\delta Q}{C_i}\right)=\delta Q\left(1+\frac{C_f}{C_i}\right). \tag{11}$$

At the top $C_f/C_i=5.65$, so noise counts 6.65 times. Equations (9) and (11) predict an rms scatter of 1.15% in the top density, in addition to the 3.2% offset; 200 noisy reconstructions gave a scatter of 1.22%. The prediction takes its weights and $C_f$ from the smooth film and is approximate: differentiating the march itself with respect to each charge gives 1.24% here, and 14% in place of the 13% listed below for 17.5 meV bins. In all ten bins the two agreed within 30%.

Next, refine the bins, holding the film, the energy range and the noise per reading fixed:

| $d$ (meV) | top $M$ | largest error without noise | predicted top noise |
|---|---|---|---|
| 35 | 0.57 | 3.2% | 1.15% |
| 17.5 | 1.15 | 1.1% | 13% |
| 8.75 | 2.30 | 3.2% | 15,000% |

In a flat film, halving $d$ would roughly double the noise. In a bent film the newest node also carries less of the charge as $d$ shrinks, and old errors can be amplified. The last prediction lies far outside the linear theory that produced it; it says only that the march fails at this bin width. The same readings remain useful if only every fourth is kept, which restores the 35 meV bins. Across these three widths the noise-free error first falls and then rises; at widths in between it falls steadily down to about 19 meV, where it is 0.9%, and below that it varies irregularly, from 0.7% at 11.7 meV to 17% at 10.6 meV. Finer bins therefore need not improve the result, even with perfect data.

## Beside a real device

The parameters are round values chosen for illustration, not fitted to a device. The model omits interface traps, which can dominate the deep bins. A trap density of $10^{11}$ cm⁻²eV⁻¹ at the gate side, spread over 20 nm, adds about $5\times10^{16}$ cm⁻³eV⁻¹ there, more than the whole true density of the first bin. In the upper bins, where the film bends more, the same traps add more than this to the density found.

Near the band edge, temperature matters more. At any temperature the electrostatics contains only $N(\phi)$, so the march returns $dN/d\phi$: the density of states averaged over the thermal width of the Fermi function, plus a free-electron part. For an exponential tail of slope energy $E_t>k_BT$, put $\rho=k_BT/E_t$ and let $f$ be the occupation. With $e^{(E-E_F)/k_BT}=(1-f)/f$, the thermal average multiplies the tail by

$$\int_0^1\left(\frac{1-f}f\right)^{\rho}df=\Gamma(1+\rho)\,\Gamma(1-\rho)=\frac{\pi\rho}{\sin\pi\rho},$$

which is 1.39 at 300 K. This takes the tail to continue far above the Fermi level; ending it at the band edge lowers the factor slightly near the top of the scan. In the example, the density found at 300 K exceeds the true one by 4% in the first bin and 32% in the top bin. Free electrons contribute $8\times10^{16}$ cm⁻³eV⁻¹ at the top of the scan, for an assumed effective band density of $5\times10^{18}$ cm⁻³.

A flat-band voltage taken 10 mV too low, with the charges unchanged, widens the first bin from 35 to 45 mV and lowers its density by 22%. The later bins change by 0.2% or less, but all are placed 10 meV too high in energy. Where $g$ rises by a factor 1.6 per bin, as at the top, that is an error of about 13% at a given energy. If the charges are instead integrated from the mistaken flat band, they shift too: the first density then changes by only about 2%, and the energies are off by 7.6 meV.

The readings must also be slow. With an assumed capture cross-section of $10^{-15}$ cm² and a thermal velocity of $10^7$ cm/s, the deepest states need about 35 ms to emit an electron at 300 K. A film fed from contacts at its edges must also charge laterally, which can take longer: near flat band about 0.1 s for a 10 µm channel with an assumed free-electron mobility of 10 cm²/(V s), growing as the square of the length. The largest oxide field, 0.05 MV/cm, is far below breakdown.

## Computed values

```
film 20 nm, eps_r 10; oxide 100 nm, eps_r 3.9
oxide capacitance 34.53 nF/cm2; initial depth 0.55 eV
tail 2.0e+19 /cm3/eV, slope 60 meV
deep 3.0e+17 /cm3/eV, slope 250 meV
bin: phi_s V | gate V | Q nC/cm2 | bend mV | g found | g true | noise %
 1: 0.035 | 0.0474 | 0.4277 | 0.48 | 3.849e+16 | 3.852e+16 | 1.63
 2: 0.070 | 0.0972 | 0.9379 | 1.06 | 4.607e+16 | 4.613e+16 | 2.02
 3: 0.105 | 0.1501 | 1.5576 | 1.75 | 5.621e+16 | 5.632e+16 | 1.80
 4: 0.140 | 0.2074 | 2.3287 | 2.62 | 7.040e+16 | 7.063e+16 | 1.60
 5: 0.175 | 0.2711 | 3.3186 | 3.72 | 9.123e+16 | 9.172e+16 | 1.42
 6: 0.210 | 0.3443 | 4.6363 | 5.19 | 1.232e+17 | 1.243e+17 | 1.26
 7: 0.245 | 0.4320 | 6.4583 | 7.21 | 1.743e+17 | 1.766e+17 | 1.14
 8: 0.280 | 0.5425 | 9.0655 | 10.06 | 2.582e+17 | 2.634e+17 | 1.07
 9: 0.315 | 0.6882 | 12.8871 | 14.16 | 3.998e+17 | 4.110e+17 | 1.06
10: 0.350 | 0.8869 | 18.5400 | 20.08 | 6.448e+17 | 6.664e+17 | 1.15
charge noise assumed 0.005 nC/cm2 rms
top-bin noise, 200 noisy runs 1.22 %
top-bin C_f/C_i 5.65
top-bin M 0.574; memory r, full weights 0.597
top-bin r, weak-screening law 0.619
bins 35.00 meV: done 10 of 10, noise-free max error 3.23 %
   top M 0.57, predicted top noise 1.15 %
bins 17.50 meV: done 20 of 20, noise-free max error 1.13 %
   top M 1.15, predicted top noise 13.2 %
bins 8.75 meV: done 40 of 40, noise-free max error 3.16 %
   top M 2.30, predicted top noise 1.51e+04 %
weak screening M 0.5: error factor per bin 0.500
weak screening M 0.75: error factor per bin 1.000
weak screening M 1.0: error factor per bin 2.000
weak screening M 2.0: error factor per bin 1.848
weak screening M 4.0: error factor per bin 1.583
recursion vs march, deviation in % of largest error: M 0.5: 0.09, M 0.9: 1.27, M 2.0: 0.27
   same at M 0.9 with ten times the residual density: 12.00 %
thick film, node errors / first: 1.000 -2.000 2.000 -2.000 2.000
closed solution vs shooting: max rel. difference 4.0e-15
known bins recovered: max rel. error 8.9e-15
sensitivity matrix vs march: rel. difference 1.1e-06
300 K: kT 25.85 meV, tail smearing factor 1.386
300 K: found/true g, first bin 1.044, top bin 1.323
300 K: max error against dN/dphi 3.64 %
free-electron dn/dphi at top 8.45e+16 /cm3/eV (N_C 5e+18 /cm3)
flat band off by 10 mV: bins completed 10
   g change in % by bin: -22.4 0.2 -0.0 0.0 -0.0 0.0 -0.0 0.0 -0.0 0.0
interface traps 1e+11 /cm2/eV look like 5.0e+16 /cm3/eV
largest oxide field 0.0537 MV/cm
band edge minus Fermi level at top 7.74 kT
deepest-trap emission time 3.47e-02 s (1e-15 cm2, 1e7 cm/s)
```
